Frequency sharing when a longitudinal phonon decays into two transverse phonons

**Problem**

A longitudinal phonon of frequency f travels through a crystal that is treated as an isotropic elastic medium. The cubic part of the lattice energy lets it split into two transverse phonons. One daughter takes the frequency xf, the other (1 − x)f, with 0 < x < 1. Both branches have linear dispersion,

ω = 2πf = v|k|,

with v = vL for longitudinal and v = vT for both transverse polarizations. The speed ratio is r = vT/vL, and r < 1 unless stated otherwise. Frequency and wavevector are both conserved, and no reciprocal-lattice vector takes part.

(a) Estimate by scaling how unequal the two daughter frequencies can be.

(b) Find the exact range of x, and show that every value in it can occur.

(c) Evaluate the range for a 1 THz phonon in a silicon-like crystal with the rough speeds vL = 9000 m/s and vT = 5400 m/s, and judge what the model leaves out.

The question concerns which decays the conservation laws allow. How probable each allowed decay is depends also on the cubic coupling, which is not needed here.

**First estimate by scaling**

A transverse phonon is slow, so at a given frequency it has a large wavevector. The parent has q = ω/vL, while a daughter with about half the frequency has k ~ ω/vT, larger than q by a factor of order 1/r. If r is small, two long daughter vectors must add up to a short parent vector. They must therefore point in nearly opposite directions and have nearly equal lengths, with a difference of order q at most:

|k₁ − k₂| ~ q.

Here k₁ and k₂ without further marking are lengths. Multiplying by vT turns the difference of lengths into a difference of frequencies:

|ω₁ − ω₂| ~ vT q = (vT/vL) ω = rω.

Since ω₁ − ω₂ = (2x − 1)ω, the fraction stays within a distance of order r from one half:

|x − 1/2| ≤ c r, with c a number of order one.

Scaling does not supply c. That matters for the example, where r = 5400/9000 = 0.6. The choice c = 1 would give −0.1 < x < 1.1, which is no restriction at all.

**Exact solution**

*Lengths of the three wavevectors.* Frequency conservation is already built into the fractions x and 1 − x. The dispersion relations then give

q = ω/vL, k₁ = xω/vT, k₂ = (1 − x)ω/vT.

Dividing by q = ω/vL and using vL/vT = 1/r,

k₁/q = x/r, k₂/q = (1 − x)/r.

*Condition on the angle.* Wavevector conservation says that the second daughter's vector is the parent's vector minus the first daughter's. Let θ be the angle between the first daughter and the parent. Squaring gives

k₂² = q² + k₁² − 2qk₁ cos θ,

and therefore

cos θ = (q² + k₁² − k₂²)/(2qk₁).

A decay with given lengths exists if and only if this number lies between −1 and 1, because then, and only then, there is a real angle θ. The two conditions are

cos θ ≤ 1: q² + k₁² − k₂² ≤ 2qk₁, so (k₁ − q)² ≤ k₂²,

cos θ ≥ −1: q² + k₁² − k₂² ≥ −2qk₁, so (k₁ + q)² ≥ k₂².

All lengths are positive, so square roots may be taken. The first condition becomes |k₁ − q| ≤ k₂, which contains the two statements k₁ − k₂ ≤ q and q ≤ k₁ + k₂. The second becomes k₂ − k₁ ≤ q. Together they are the triangle condition

|k₁ − k₂| ≤ q ≤ k₁ + k₂.

*The right-hand inequality.* Inserting the lengths,

1 ≤ x/r + (1 − x)/r = 1/r.

This holds for every x when r < 1, so it does not restrict the fractions.

*The left-hand inequality.* Inserting the lengths again,

|x − (1 − x)|/r ≤ 1, so |2x − 1| ≤ r.

Removing the absolute value gives −r ≤ 2x − 1 ≤ r. Adding 1 and dividing by 2,

(1 − r)/2 ≤ x ≤ (1 + r)/2.

Replacing x by 1 − x exchanges the two limits, so the same range applies to each daughter. Since the triangle condition is sufficient as well as necessary, every x in the closed range occurs for some emission direction.

**Which direction belongs to which fraction**

Putting the lengths into the expression for cos θ and multiplying numerator and denominator by r²,

cos θ = [r² + x² − (1 − x)²]/(2rx) = (r² + 2x − 1)/(2rx).

To solve for x, multiply by 2rx and collect the terms containing x:

2x(1 − r cos θ) = 1 − r²,

x = (1 − r²)/[2(1 − r cos θ)].

The denominator falls as cos θ rises, so x grows steadily from the backward to the forward direction. At cos θ = 1 the factor 1 − r cancels and x = (1 + r)/2. At cos θ = −1 the factor 1 + r cancels and x = (1 − r)/2. This recovers the limits by a second path and shows their meaning: in the most unequal decay, the stronger daughter goes straight forward and the weaker one straight back.

Since k₁ = qx/r, the formula also describes an ellipse in polar form, with eccentricity r and one focus at the origin. The reason is that frequency conservation fixes the sum k₁ + k₂ = q/r, while the two foci are a distance q apart.

The angle β between the daughters follows from squaring their vector sum, q² = k₁² + k₂² + 2k₁k₂ cos β. In terms of the fractions,

r² = x² + (1 − x)² + 2x(1 − x) cos β.

With x² + (1 − x)² = 1 − 2x(1 − x), this becomes

cos β = 1 − (1 − r²)/[2x(1 − x)].

The product x(1 − x) is largest at x = 1/2, so the equal split has the smallest opening angle, with cos β = 2r² − 1. For that split cos θ = r, and hence β = 2θ: the daughters leave symmetrically about the parent's direction.

**Limits and a related decay**

As r → 0 the range shrinks to x = 1/2 and the daughters leave back to back. At r = 1 the right-hand inequality becomes an equality, q = k₁ + k₂. Every 0 < x < 1 is then allowed, but both daughters must travel forward along the parent's direction. For r > 1 the daughters' vectors are too short to add up to q, and the decay is impossible in this model. The cases r = 1 and r > 1 are formal limits: a mechanically stable isotropic solid has a positive bulk modulus, which requires r < √3/2 ≈ 0.87.

The range belongs to the transverse–transverse channel. If one daughter is longitudinal, with fraction y, and the other transverse, the lengths in units of q are y and (1 − y)/r. For r < 1 their sum is at least y + (1 − y) = 1, and y − (1 − y)/r is less than 1, so two parts of the triangle condition are satisfied. The remaining part is

(1 − y)/r − y ≤ 1.

Multiplying by r gives 1 − y ≤ r + ry, and therefore

y ≥ (1 − r)/(1 + r).

This range is not symmetric about one half, because the two daughters are no longer interchangeable.

**The 1 THz example**

With r = 0.6 the limits are

(1 − 0.6)/2 = 0.2 and (1 + 0.6)/2 = 0.8.

Each daughter of the 1 THz parent (4.14 meV) lies between 0.2 and 0.8 THz, or between 0.83 and 3.31 meV. The wavevectors at the limits close as they should. The parent has q = 2π × 10¹² s⁻¹/(9000 m/s) = 0.698 nm⁻¹. The forward daughter has 0.931 nm⁻¹ and the backward one 0.233 nm⁻¹, and 0.931 − 0.233 = 0.698.

For the equal split, θ = 53.1° and β = 106.3°. For a split into 0.3 and 0.7, the weaker daughter leaves at 96.4° and the stronger at 25.2°, on opposite sides of the parent's direction. Their opening angle is the sum, 121.6°.

**Comparison of the estimate with the exact result**

The exact result is |x − 1/2| ≤ r/2, so the scaling law is right and its missing constant is c = 1/2. The proportionality to r was argued for small r, yet it holds up to r = 1, because the left-hand inequality is linear in r. The estimate misses two things. It cannot tell that r = 0.6 still excludes a fifth of the frequency scale at each end, and it does not reveal that the channel closes for r > 1.

**What a real crystal changes**

The example stands for silicon at about 1 K. The assumption that matters most among those sized here is isotropy. With rough cubic elastic constants C₁₁, C₁₂, C₄₄ = 166, 64, 80 GPa and density 2.33 g/cm³, a numerical search over all emission directions and both transverse branches gives these ranges of x:

- parent along [100]: 0.15 to 0.85
- parent along [110]: 0.16 to 0.84
- parent along [111]: 0.21 to 0.79

The same search applied to the isotropic medium returns an upper limit of 0.8000. Anisotropy thus moves the limits by up to about 0.05 for these three directions. Inserting the speeds of the parent's own direction into the isotropic formula is not a safe repair. Along [111] it gives r = 5103/9372 = 0.544 and an upper limit of 0.77, below the 0.79 found by the search. The most unequal pair is therefore not collinear there.

Dispersion has a smaller effect at 1 THz. Suppose each branch bends as f = F sin[vk/(2πF)], with rough top frequencies F of 4.5 THz (transverse) and 12 THz (longitudinal). The range becomes 0.202 to 0.798. The narrowing can be traced. Bending lengthens a wavevector at given frequency by the relative amount (f/F)²/6 to leading order. At x = 0.8 this raises k₁ − k₂ by (0.8³ − 0.2³)/(0.6 × 6 × 4.5²) = 0.0069 in units of the unbent q, but raises q itself by 1/(6 × 12²) = 0.0012. The upper limit must fall to restore equality. Since k₁ − k₂ changes by 2/r per unit of x, the fall is 0.3 × 0.0057 = 0.0017, in agreement with the numerical limit. For a 3 THz parent the same model gives 0.217 to 0.783. That result depends on the assumed transverse top: lowering it to 3.4 THz, nearer to silicon's value along [111], moves each limit inward by a further 0.017.

Three further omissions do not matter for the range at 1 THz:

- **Umklapp.** A reciprocal-lattice vector could take part only if its length were at most q + k₁ + k₂ = 1.86 nm⁻¹. In silicon's face-centred cubic lattice the shortest one has length 2π√3/a, which is 20.0 nm⁻¹ for a cell edge a = 0.543 nm.
- **Finite lifetime.** If the daughter frequencies add up to f + d while q stays fixed, then at the limit f₁ − f₂ = rf, and f₁/f = (1 + r)/2 + d/(2f). A rough lifetime of 10 μs against anharmonic decay at low temperature gives a width of 15.9 kHz and a shift of 8 × 10⁻⁹. Isotope scattering in natural silicon shortens the life of a plane wave further, but the shift remains far below the digits shown here.
- **Temperature.** With the daughter modes at their equilibrium occupations n₁ and n₂, the net decay of parent phonons in excess of equilibrium carries the factor (1 + n₁)(1 + n₂) − n₁n₂ = 1 + n₁ + n₂. At 1 K it differs from 1 by less than 10⁻⁴ over the isotropic range 0.2 to 0.8, and by less than 10⁻³ for the weaker daughters near x = 0.15 that anisotropy allows. At 300 K it is 39 at the limits and 25 for the equal split. It changes the rate and the weighting of the splits, but with the speeds held fixed it does not move the limits.

Most of these values are listed in the numerical output.

Computed values

```
Rough silicon-like example
vL = 9000 m/s, vT = 5400 m/s, r = 0.600
parent frequency = 1.00 THz = 4.136 meV
allowed fraction x: 0.200 to 0.800
daughter frequency: 0.200 to 0.800 THz
daughter energy: 0.827 to 3.309 meV
parent wavevector = 0.6981 nm^-1
forward daughter at upper limit: k = 0.9308 nm^-1
backward daughter at lower limit: k = 0.2327 nm^-1
x, angle to parent (deg), angle between daughters (deg):
  0.20  180.00  180.00
  0.30   96.38  121.59
  0.50   53.13  106.26
  0.70   25.21  121.59
  0.80    0.00  180.00
3D search, isotropic solid: largest x = 0.8000
Anisotropy: C11, C12, C44 = 166, 64, 80 GPa, density 2.33 g/cm^3
  [100]: vT = 5860, 5860 m/s, vL = 8441 m/s, x from 0.15 to 0.85
  [110]: vT = 4679, 5860 m/s, vL = 9148 m/s, x from 0.16 to 0.84
  [111]: vT = 5103, 5103 m/s, vL = 9372 m/s, x from 0.21 to 0.79
Bent branches: tops T 4.5 THz, L 12.0 THz
  parent 1.0 THz: x from 0.2017 to 0.7983
  parent 3.0 THz: x from 0.2168 to 0.7832
Umklapp: cell edge 0.543 nm, shortest G = 20.04 nm^-1
  largest |q|+|k1|+|k2| = 1.862 nm^-1
Lifetime 10 us (rough): width = 15.9 kHz
  shift of upper limit of x = 8.0e-09
Rate factor 1+n1+n2 (edge split, equal split):
  1 K: 1.00007, 1.00000
  300 K: 39.08199, 25.01727
```
